# Logarithmic derivative, radial nodes and the continuous principal quantum number: verification in Python

```python
"""Logarithmic derivative and continuous principal quantum number.

Radial equation (Hartree units) in a sphere of radius R:
    -u''/2 + [l(l+1)/(2 r^2) + V(r)] u = E u,  u = r*phi ~ r^(l+1)
    D(E) = R phi'(R)/phi(R),  N(E) = number of zeros of u in (0,R)
    P(E) = l + 1 + N + 1/2 - arctan(D)/pi
Result under test: the poles of D are the Dirichlet eigenvalues E_k,
each pole adds one node, and P is continuous and increasing, with
P(E_k) = l + 2 + k.  gamma_k = R u_k'(R)^2/2 is the residue of D.
D, N, P come from outward integration; E_k and gamma_k come from
diagonalization in a polynomial basis.
"""
from math import factorial
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import polynomial as poly
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_jacobi

R = 3.0            # sphere radius, bohr
A = 1.0            # screening length, bohr
CORE = 3.0         # screened part of the charge
Z = 1.0 + CORE     # charge seen at the origin
R_START = 0.05     # power series is used below this radius
TERMS = 30


def potential(r):
    return -(1.0 + CORE * np.exp(-r / A)) / r


def integrate(energies, l):
    """Regular solution u = r^(l+1) f for many energies at once."""
    e = np.atleast_1d(np.asarray(energies, dtype=float))
    n = e.size
    v = [-CORE * (-1 / A)**j / factorial(j) for j in range(TERMS)]
    v[0] -= 1.0
    c = np.zeros((TERMS, n))
    c[0] = 1.0
    for k in range(1, TERMS):
        s = sum(2 * v[j] * c[k - 1 - j] for j in range(k))
        if k > 1:
            s = s - 2 * e * c[k - 2]
        c[k] = s / (k * (k + 2 * l + 1))
    x, w = np.polynomial.legendre.leggauss(14)
    rq, wq = R_START * (x + 1) / 2, R_START * w / 2
    fq = poly.polyval(rq, c)
    start = np.concatenate((
        poly.polyval(R_START, c),
        poly.polyval(R_START, poly.polyder(c)),
        (fq**2 * rq**(2 * l + 2)) @ wq))

    def rhs(r, y):
        f, g = y[:n], y[n:2 * n]
        curv = 2 * (potential(r) - e) * f - 2 * (l + 1) / r * g
        return np.concatenate((g, curv, (r**(l + 1) * f)**2))

    s = solve_ivp(rhs, (R_START, R), start, method="DOP853",
                  rtol=1e-12, atol=1e-16, dense_output=True)
    assert s.success
    f, g, norm = s.y[:, -1].reshape(3, n)
    mesh = np.linspace(R_START, R, 401)
    inside = s.sol(mesh)[:n]
    inside[:, -1] = f
    signs = np.sign(np.hstack((fq, inside)))
    nodes = np.sum(np.diff(signs, axis=1) != 0, axis=1)
    d = R * g / f + l
    p = l + 1 + nodes + 0.5 - np.arctan(d) / np.pi
    u = R**(l + 1) * f
    du = u * (d + 1) / R
    slope_p = 2 * R * norm / (np.pi * (u**2 + (R * du - u)**2))
    return SimpleNamespace(
        f=f, u=u, norm=norm, nodes=nodes, D=d, P=p, slope_p=slope_p,
        slope_d=-2 * R * norm / u**2, sol=s.sol, mesh=mesh,
        inside=inside, n=n)


def basis(r, l, radius, size, dirichlet):
    """Functions phi and phi' of the polynomial basis at points r."""
    x = 2 * r / radius - 1
    al, be = (2 if dirichlet else 0), 2 * l + 2
    cut = 1 - r / radius if dirichlet else np.ones_like(r)
    dcut = -1 / radius if dirichlet else 0.0
    phi, dphi = [], []
    for k in range(size):
        p = eval_jacobi(k, al, be, x)
        dp = np.zeros_like(r)
        if k:
            dp = (k + al + be + 1) / radius * eval_jacobi(
                k - 1, al + 1, be + 1, x)
        phi.append(r**l * cut * p)
        dphi.append(r**l * (dcut * p + cut * dp)
                    + l * r**(l - 1.0) * cut * p)
    return np.array(phi).T, np.array(dphi).T


def diagonalize(l, radius, size, dirichlet):
    """phi(radius)=0 if dirichlet, otherwise phi'(radius)=0."""
    x, w = np.polynomial.legendre.leggauss(2 * size + 20)
    r, w = radius * (x + 1) / 2, radius * w / 2
    b, db = basis(r, l, radius, size, dirichlet)
    scale = np.sqrt(np.sum((w * r**2)[:, None] * b**2, axis=0))
    b, db = b / scale, db / scale
    s = b.T @ ((w * r**2)[:, None] * b)
    local = w * (l * (l + 1) / 2 + r**2 * potential(r))
    h = db.T @ ((w * r**2 / 2)[:, None] * db)
    h = h + b.T @ (local[:, None] * b)
    e, c = eigh((h + h.T) / 2, (s + s.T) / 2)
    return e, c / scale[:, None]


def find_poles(grid, f_end, l):
    """Zeros of u(R,E), located from outward integration only."""
    at = np.where(np.sign(f_end[1:]) != np.sign(f_end[:-1]))[0]
    lo, width = grid[at], grid[1] - grid[0]
    rows = np.arange(at.size)
    for _ in range(4):
        e = lo[:, None] + width * np.linspace(0, 1, 17)
        f = integrate(e.ravel(), l).f.reshape(e.shape)
        j = np.argmax(np.sign(f[:, 1:]) != np.sign(f[:, :-1]), axis=1)
        lo, width = e[rows, j], width / 16
        f0, f1 = f[rows, j], f[rows, j + 1]
    return lo - f0 * width / (f1 - f0)


def node_radii(res, i):
    y = res.inside[i]
    at = np.where(np.sign(y[1:]) != np.sign(y[:-1]))[0]
    return np.array([brentq(lambda r: res.sol(r)[i], res.mesh[j],
                            res.mesh[j + 1], xtol=1e-14) for j in at])


print(f"sphere radius R = {R:.1f} bohr, screening a = {A:.1f} bohr")
print(f"charge at origin Z = {Z:.0f}, outer charge = {Z - CORE:.0f}")
print(f"lower bound for a node, -Z^2/2 = {-Z**2 / 2:.1f} hartree")
grid = np.linspace(-9.0, 12.0, 85)
SIZE = 26
worst_pole = 0.0
for l in range(3):
    e_all, vec = diagonalize(l, R, SIZE, True)
    scan = integrate(grid, l)
    # node count against the number of Dirichlet levels below E
    assert np.array_equal(scan.nodes, np.searchsorted(e_all, grid))
    assert np.all(np.diff(scan.P) > 0)
    assert e_all[0] > -Z**2 / 2
    # poles found by integration against diagonalization
    poles = find_poles(grid, scan.f, l)
    m = poles.size
    assert m == np.sum(e_all < grid[-1]) and m >= 3
    e_dir = e_all[:m]
    worst_pole = max(worst_pole, np.max(np.abs(poles - e_dir)))
    assert np.allclose(poles, e_dir, rtol=0, atol=1e-8)
    # residue of D against the slope of the normalized eigenfunction
    dphi = basis(np.array([R]), l, R, SIZE, True)[1][0]
    gamma = R * (R * (dphi @ vec[:, :m]))**2 / 2
    step = 1e-5
    near = integrate(np.r_[e_dir - step, e_dir + step], l)
    residue = step * (near.D[m:] - near.D[:m]) / 2
    assert np.allclose(residue, gamma, rtol=1e-3, atol=0)
    # P is continuous through each pole, with slope 1/(pi gamma)
    h = 1e-3 * np.minimum(gamma, 1.0)
    two = integrate(np.r_[e_dir - h, e_dir + h], l)
    k = np.arange(m)
    assert np.array_equal(two.nodes, np.r_[k, k + 1])
    assert np.all(np.abs(two.P - np.r_[k, k] - l - 2) < 1e-3)
    slope = (two.P[m:] - two.P[:m]) / (2 * h)
    assert np.allclose(slope * np.pi * gamma, 1, rtol=0, atol=3e-3)
    # levels with phi'(R)=0 must have half-integer P; the allowance
    # is an energy error of 1e-9 hartree times the local slope of P
    e_flat = diagonalize(l, R, SIZE, False)[0][:m]
    flat = integrate(e_flat, l)
    error = np.abs(flat.P - (l + 1.5 + k))
    assert np.all(error < 1e-7 + 1e-9 * flat.slope_p)
    # energy derivatives of D and P between two poles
    mid = (e_dir[1] + e_dir[2]) / 2
    dh = 1e-4
    t = integrate([mid - dh, mid, mid + dh], l)
    num_d = (t.D[2] - t.D[0]) / (2 * dh)
    num_p = (t.P[2] - t.P[0]) / (2 * dh)
    assert abs(num_d / t.slope_d[1] - 1) < 1e-4
    assert abs(num_p / t.slope_p[1] - 1) < 1e-4
    # inward motion of every node
    dn = 1e-3
    q = integrate([mid - dn, mid, mid + dn], l)
    rad = node_radii(q, 1)
    num_v = (node_radii(q, 2) - node_radii(q, 0)) / (2 * dn)
    y = q.sol(rad)
    speed = -2 * y[2 * q.n + 1] / (rad**(l + 1) * y[q.n + 1])**2
    assert rad.size == 2 and np.all(speed < 0)
    assert np.allclose(num_v, speed, rtol=1e-4, atol=0)
    # low-energy limit: D grows like R sqrt(2 (W(R) - E))
    low_e = np.array([-50.0, -200.0])
    low = integrate(low_e, l)
    barrier = l * (l + 1) / (2 * R**2) + potential(R)
    expect = R * np.sqrt(2 * (barrier - low_e)) - 1
    assert np.all(low.nodes == 0)
    assert np.allclose(low.D, expect, rtol=1e-2, atol=0)

    print(f"l={l}: energies in hartree, gamma in hartree")
    for i in range(3):
        print(f" k={i} E(D=0)={e_flat[i]:.6f} P={flat.P[i]:.3f}"
              f" E_k={e_dir[i]:.6f} P={l + 2 + i}"
              f" gamma={gamma[i]:.4e}")
    print(f" P at E=-200 hartree: {low.P[1]:.4f}, D={low.D[1]:.2f}")
    if l == 0:
        gap = e_dir[0] - e_flat[0]
        print(f" E_0 - E(D=0) for k=0: {gap:.3e} hartree")
        around = e_dir[1] + np.array([-0.05, -0.001, 0.001, 0.05])
        a = integrate(around, l)
        print(" across the pole k=1:")
        for i in range(4):
            print(f"  E-E_1={around[i] - e_dir[1]:+.3f} hartree"
                  f" D={a.D[i]:.3f} N={a.nodes[i]} P={a.P[i]:.5f}")
        print(f" between poles k=1,2: E={mid:.5f} hartree"
              f" D={t.D[1]:.5f} N={t.nodes[1]} P={t.P[1]:.5f}")
        print(f"  dD/dE formula {t.slope_d[1]:.5f},"
              f" difference {num_d:.5f} per hartree")
        print(f"  dP/dE formula {t.slope_p[1]:.5f},"
              f" difference {num_p:.5f} per hartree")
        for i in range(2):
            print(f"  node r={rad[i]:.5f} bohr, dr/dE formula"
                  f" {speed[i]:.6f}, difference {num_v[i]:.6f}"
                  " bohr/hartree")

print(f"largest pole-eigenvalue gap: {worst_pole:.1e} hartree")
print("unconfined levels (box of 40 bohr) inserted into P:")
for l, count in ((0, 3), (1, 1), (2, 1)):
    e_atom, vec = diagonalize(l, 40.0, 90, True)
    e_atom = e_atom[:count]
    mesh = np.linspace(0.02, R, 600)
    wave = basis(mesh, l, 40.0, 90, True)[0] @ vec[:, :count]
    inner = np.sum(np.diff(np.sign(wave), axis=0) != 0, axis=0)
    res = integrate(e_atom, l)
    # the integer part of P counts only the nodes inside the sphere
    assert np.array_equal(np.floor(res.P).astype(int), l + 1 + inner)
    for i in range(count):
        print(f" n={l + 1 + i} l={l} E={e_atom[i]:.6f} hartree"
              f" D={res.D[i]:.4f} P={res.P[i]:.4f}"
              f" nodes inside {inner[i]} of {i}")
print("OK")
```

Running it gives:

```
sphere radius R = 3.0 bohr, screening a = 1.0 bohr
charge at origin Z = 4, outer charge = 1
lower bound for a node, -Z^2/2 = -8.0 hartree
l=0: energies in hartree, gamma in hartree
 k=0 E(D=0)=-5.488490 P=1.500 E_k=-5.488487 P=2 gamma=2.9334e-05
 k=1 E(D=0)=-0.659217 P=2.500 E_k=-0.302414 P=3 gamma=8.5310e-01
 k=2 E(D=0)=0.475536 P=3.500 E_k=1.849145 P=4 gamma=5.6358e+00
 P at E=-200 hartree: 1.0054, D=58.94
 E_0 - E(D=0) for k=0: 3.429e-06 hartree
 across the pole k=1:
  E-E_1=-0.050 hartree D=-15.394 N=1 P=2.97935
  E-E_1=-0.001 hartree D=-851.555 N=1 P=2.99963
  E-E_1=+0.001 hartree D=854.634 N=2 P=3.00037
  E-E_1=+0.050 hartree D=18.470 N=2 P=3.01722
 between poles k=1,2: E=0.77337 hartree D=-1.92997 N=2 P=3.84783
  dD/dE formula -7.30840, difference -7.30840 per hartree
  dP/dE formula 0.49237, difference 0.49237 per hartree
  node r=0.49832 bohr, dr/dE formula -0.023752, difference -0.023752 bohr/hartree
  node r=1.87874 bohr, dr/dE formula -0.407207, difference -0.407207 bohr/hartree
l=1: energies in hartree, gamma in hartree
 k=0 E(D=0)=-0.497697 P=2.500 E_k=-0.216005 P=3 gamma=5.7206e-01
 k=1 E(D=0)=0.384676 P=3.500 E_k=1.537691 P=4 gamma=4.2466e+00
 k=2 E(D=0)=2.736929 P=4.500 E_k=4.478584 P=5 gamma=1.0394e+01
 P at E=-200 hartree: 2.0054, D=58.96
l=2: energies in hartree, gamma in hartree
 k=0 E(D=0)=0.061334 P=3.500 E_k=0.947075 P=4 gamma=2.3288e+00
 k=1 E(D=0)=1.838328 P=4.500 E_k=3.289089 P=5 gamma=7.2747e+00
 k=2 E(D=0)=4.789976 P=5.500 E_k=6.823095 P=6 gamma=1.4570e+01
 P at E=-200 hartree: 3.0054, D=58.99
largest pole-eigenvalue gap: 4.6e-12 hartree
unconfined levels (box of 40 bohr) inserted into P:
 n=1 l=0 E=-5.488488 hartree D=-10.6090 P=1.9701 nodes inside 0 of 0
 n=2 l=0 E=-0.480644 hartree D=-2.8040 P=2.8910 nodes inside 1 of 1
 n=3 l=0 E=-0.110916 hartree D=5.4696 P=3.0576 nodes inside 2 of 2
 n=2 l=1 E=-0.351738 hartree D=-2.5574 P=2.8814 nodes inside 0 of 0
 n=3 l=2 E=-0.057461 hartree D=0.5345 P=3.3438 nodes inside 0 of 0
OK
```
